Why steady channel-crack energy release does not depend on crack length, part 1

(Sections cited here and not found follow in the second part.)

## 1. What goes wrong without the result

A through crack in a stretched free sheet releases more energy per unit advance the longer it is, as long as it remains short beside the sheet. If the same were true of a crack running along a film on a substrate, the question "will this film crack?" would have no answer until the longest scratch on the wafer was known. Every film under tension would fail once a sufficiently long scratch was present, and no safe film thickness could be stated.

A bonded film behaves differently. The substrate restrains the film at some distance from the crack, so the opening stops growing with crack length. This distance is of order the film thickness, unless the substrate is much more compliant than the film; then it is larger. The energy release rate then tends to a constant. The limit follows from translation invariance along the channel, together with one further condition: the opening far behind the front must be finite.

## 2. Geometry and assumptions

The film occupies 0 < z < h, with z measured downward from its free surface. The substrate lies below z = h and is perfectly bonded to the film. The crack lies in the plane y = 0, runs along x, and cuts the film through its whole thickness. At first its front is straight, so the cracked region is

0 < x < a,  0 < z < h.

The left end stays at x = 0 and the right end advances.

Both materials are linear elastic and isotropic, and strains are small. Before cracking, the film carries a uniform tension σ_yy = σ > 0. It may also carry a uniform σ_xx. The other initial stress components vanish in the film. Distant boundaries are held fixed, so no external load does work. There is no debonding, and the crack does not enter the substrate.

The opening is the jump in normal displacement,

δ(x,z) = u_y(x,0⁺,z) − u_y(x,0⁻,z).

It is taken to be positive, so the faces do not touch. Translation invariance means that the elastic constants, the film thickness, the crack depth and σ do not depend on x.

## 3. Energy released by a given crack

Let σ⁰ be the stress before cracking, u the additional displacement caused by the crack, ε its strain and s the corresponding stress change. Expanding the elastic energy about the initial state gives

ΔE = ∫ σ⁰_ij ε_ij dV + ½ ∫ s_ij ε_ij dV.

Repeated indices are summed. The initial stress is in equilibrium, ∂_j σ⁰_ij = 0, so the first integral becomes a surface integral:

∫ σ⁰_ij ε_ij dV = ∫ ∂_j(σ⁰_ij u_i) dV = ∮ σ⁰_ij n_j u_i dS.

The free surface carries no traction, and u vanishes on the distant boundary. The crack faces remain. The material at y > 0 has outward normal −y there, and contributes −σ u_y(0⁺) per unit area. The material at y < 0 has outward normal +y, and contributes +σ u_y(0⁻). Their sum is −σδ, so

∫ σ⁰_ij ε_ij dV = −σ ∫∫ δ dx dz.

The cracked faces must be free of total traction. The stress change on them is therefore s_yy = −σ. The second integral is treated in the same way, with −σ in place of σ:

½ ∫ s_ij ε_ij dV = +½σ ∫∫ δ dx dz.

The released energy W = −ΔE is thus

W = ½σ ∫∫ δ dx dz.  (1)

The stress σ_xx has dropped out, because the crack faces have no normal component along x. Equation (1) also shows how to calculate the opening: take the unstressed body and push the crack faces apart with a uniform pressure σ. This is called the corrective problem below.

## 4. What is meant by the release rate

If the front advances by da at every depth, the new crack area is h da. The release rate per unit area is defined as

G(a) = (1/h) dW/da.  (2)

At a point of the front at depth z there is a local rate G_loc(z), the energy released per unit of new area at that point. A uniform advance adds area da dz at each depth. Therefore

hG = ∫₀ʰ G_loc(z) dz.

G is the average of the local rate over depth. Translation invariance fixes this average; it does not make the local rate the same at all depths for an arbitrary front shape.

## 5. Translation invariance of the opening problem

In the corrective problem, the pressure on the faces depends linearly on the opening. Write the relation as

p(x,z) = ∫∫ K(x,x′;z,z′) δ(x′,z′) dx′ dz′.

K is singular when its two points coincide and the integral is understood accordingly; this does not affect the argument.

Shift the opening along x by b. The layers look the same after the shift, so the pressure is the same function shifted by b. This can hold for every opening if and only if K depends on the difference of the x coordinates:

K = K(x−x′;z,z′).  (3)

The crack itself breaks translation invariance, because it has ends. What is invariant is the body in which the crack is placed. The ends enter through the region on which δ may differ from zero.

## 6. A semi-infinite channel

Let the crack fill all x < a. Its opening δ_a satisfies

∫₀ʰ dz′ ∫_{−∞}^{a} dx′ K(x−x′;z,z′) δ_a(x′,z′) = σ,  x < a.  (4)

Now define a trial opening for a front at a+b,

η(x,z) = δ_a(x−b,z).

It vanishes ahead of x = a+b, as it should. Insert it and change variable to x″ = x′−b:

∫₀ʰ dz′ ∫_{−∞}^{a+b} dx′ K(x−x′;z,z′) δ_a(x′−b,z′)
= ∫₀ʰ dz′ ∫_{−∞}^{a} dx″ K((x−b)−x″;z,z′) δ_a(x″,z′).

For x < a+b we have x−b < a, so equation (4) says that the last expression equals σ. The trial opening solves the problem with the advanced front. The solution meant here is the limit of long finite cracks. It is unique, since the difference of two such solutions would have no load and positive elastic energy must then vanish. Hence

δ_{a+b}(x,z) = δ_a(x−b,z).  (5)

The whole field moves rigidly with the front. The local release rate is determined by the field near the front, which is the same before and after the move. For a semi-infinite channel G therefore has a value G_ss that does not contain a.

## 7. The far wake

Far behind the front, the opening no longer depends on x. Denote it by δ̄(z). By reflection symmetry in x the limiting field has u_x = 0, and all its x derivatives vanish. It is thus a plane-strain field in the y,z plane. Define the opening area in this plane,

V = ∫₀ʰ δ̄(z) dz,

and the energy released per unit length of this plane crack. By equation (1), applied to one unit of length, it is

w = ½σV.  (6)

The quantity w is finite because the substrate restrains the film. A free-standing sheet has no such restraint: once cut, its halves move apart as far as the distant supports allow. Then V grows without limit as the sheet is made wider, and an unbounded sheet has no steady value. Translation invariance alone does not supply a finite answer.

## 8. From a long finite channel to the value of G

A finite channel differs from a semi-infinite one because the wake is missing at x < 0. The effect of this missing wake on the right-hand front fades as a grows. The rate of fading is derived in the second half; here it is enough that the effect tends to zero. Hence G(a) → G_ss.

From equation (2), with W(0) = 0,

W(a) = h ∫₀ᵃ G(a′) da′.

Choose a fixed length A beyond which G differs from G_ss by less than any prescribed small amount e. For a > A,

W(a)/a = W(A)/a + (h/a) ∫_A^a G(a′) da′.

The first term vanishes as a → ∞. The second is within he of hG_ss in that limit. Since e can be as small as desired,

W(a)/a → hG_ss.  (7)

The same ratio follows from the opening. Let D(x) = ∫₀ʰ δ(x,z) dz. Equation (1) gives

W(a)/a = (σ/2a) ∫₀ᵃ D(x) dx.

D approaches V everywhere except in regions near the two ends. The fraction of the length occupied by these regions tends to zero, and D is bounded there. Therefore

W(a)/a → ½σV = w.  (8)

Comparing (7) and (8) gives the required result:

hG_ss = w,  G_ss = (σ/2h) ∫₀ʰ δ̄(z) dz.  (9)

This can be pictured as an exchange of slices. When the front moves by b, the complicated field around it is carried along unchanged. A slice b of uncracked film disappears far ahead, and a slice b of fully opened wake appears far behind. The energy released is bw, although neither slice contains the front.

Thus a three-dimensional fracture rate is found from a two-dimensional opening. The details near the front are not neglected. They contribute the same energy before and after the move, and cancel in the difference.

## 9. The same result as a conserved flux

Translation invariance also gives a conservation law. Let U = ½ s_ij ε_ij be the energy density of the corrective problem, and define

P_j = U δ_xj − s_ij ∂_x u_i.

Here δ_xj is 1 for j = x and 0 otherwise. Since the elastic constants do not depend on x, ∂_x U = s_ij ∂_x ε_ij. With ∂_j s_ij = 0 and the symmetry of s,

∂_j P_j = ∂_x U − s_ij ∂_x ∂_j u_i = s_ij ∂_x ε_ij − s_ij ∂_x ε_ij = 0.

At the interface, traction and displacement are continuous, so P_z = −s_iz ∂_x u_i is continuous there. At the free surface s_iz = 0, so P_z = 0.

To relate the flux to fracture energy, surround the front by a thin tube moving with it at speed v. Let n point out of the tube. Its surroundings do work on it at the rate ∮ s_ij n_j ∂_t u_i dS, and near the front ∂_t u_i = −v ∂_x u_i. The moving surface also takes in energy at the rate v∮ U n_x dS. The energy stored in the tube does not change, so the power consumed at the front is

v ∮ P_j n_j dS = v hG_ss.

Now take the body outside the tube, bounded by one cross-section far ahead and one far behind. The total flux through its boundary is zero. On the tube, the outward normal of this body is −n. The tube integral ∮ P_j n_j dS, with n pointing out of the tube as before, therefore equals the sum from the other surfaces.

The section ahead gives zero, because the corrective field has decayed. On the section behind, ∂_x u = 0 and n_x = −1. It gives

−∫ U dy dz = −½σV.

On the upper crack face the outward normal is −y, so P_j n_j = s_yy ∂_x u_y = −σ ∂_x u_y(0⁺). The lower face gives +σ ∂_x u_y(0⁻). Together they contribute

−σ ∫₀ʰ dz ∫ ∂_x δ dx = −σ ∫₀ʰ [0 − δ̄(z)] dz = +σV.

The sum is

hG_ss = σV − ½σV = ½σV,

in agreement with equation (9). The pressure does work σV per unit advance in the corrective problem; half of it is stored in the new wake and half is available at the front.

## 10. Front shape and the limits of the statement

The front need not be straight. Suppose that it lags at some depths by fixed amounts. A uniform advance still carries the same field forward, so the argument of Section 8 is unchanged. For a long channel,

W = wa − W₀,  (10)

up to terms that vanish as a → ∞. The constant W₀ depends on the shapes of both ends, while w does not. If the front changes shape as it moves, W₀ changes too, and

dW/da = w − dW₀/da.

Length independence then waits until the shape has settled. Let the film have uniform toughness Γ. If a front that cuts the whole film settles into a shape with G_loc(z) = Γ along it, the depth average is also Γ, and the condition for steady growth is G_ss = Γ. On a stiffer substrate this condition is only approximate. The release rate at the lower edge of a crack then falls towards zero as that edge nears the interface, so the crack may leave a thin layer of film uncut.

The result also fails when σ, the thickness or the elastic constants vary along the channel over distances comparable with the front region. If they vary slowly over that distance, equation (9) can be used locally as a leading approximation. Debonding that spreads as the channel grows changes the wake itself, and its energy must then be counted separately.

# Second half: magnitude, approach and a worked film

## 11. Symbols and results carried over

The film has thickness h and initial tension σ normal to the crack plane. The channel has length a and runs along x; y is normal to the crack and z points down. W is the released energy, and G = (1/h)dW/da is the release rate averaged over the front. Far behind the front, the plane-strain opening has area V, and the released energy per unit length is w. For a long channel with fixed front shape,

hG_ss = w = ½σV.

Subscripts f and s denote film and substrate. E is Young's modulus, ν is Poisson's ratio, and Ē_f = E_f/(1−ν_f²).

## 12. The scale of the steady rate

The plane-strain problem is linear in σ, and h is its only length. The opening is therefore σh/Ē_f times a dimensionless function of z/h, and V is proportional to σh²/Ē_f. Define Z by

G_ss = Zσ²h/Ē_f,  V = 2hG_ss/σ = 2Zσh²/Ē_f.  (11)

Z depends on the elastic constants of the two materials through dimensionless ratios. At fixed stress and fixed materials, the steady release rate is proportional to film thickness. This is why a thick film can crack when a thin one does not.

If film and substrate have equal elastic constants, Z can be related to an ordinary edge crack. Imagine making the plane-strain cut gradually, from depth 0 to h, with the corrective pressure σ on its faces. At depth c there is no other length in the problem, so its release rate is G_edge(c) = gσ²c/Ē_f, where g is a number. Then

w = ∫₀ʰ G_edge(c) dc = gσ²h²/(2Ē_f),

and hence Z = g/2. The steady channel rate is half the rate of a plane edge crack of depth h.

A numerical solution of the singular integral equation for the edge crack gives Z = 1.976 from the opening area and g/2 = 1.976 from the field at the crack tip. A separate finite-element calculation of the plane section gives 1.950, which is 1.3 per cent below the integral-equation value.

The release rate of a long channel tends to a steady value fixed by the plane-strain opening far behind the front, and for given stress and materials this value is proportional to film thickness. It remains to find how quickly a finite channel approaches that value, on elastic and rigid substrates, and to apply the result to a glass film on silicon.
